# Exchange between two silicon dots from eliminating double occupation

In simulating a two-spin gate in a pair of silicon quantum dots, one must decide whether to carry the doubly occupied charge states through the calculation or to replace them by a single exchange energy $J$. The replacement reduces the problem to two coupled spins, but it fails when the gates bring a doubly occupied state close in energy to the state with one electron per dot. The decision therefore needs both a formula for $J$ and a measure of its error.

Take two dots, L and R, beneath a Si/SiO$_2$ interface, holding two electrons in total. Assume one orbital per dot, that of the lower valley, with orthogonal orbitals, no magnetic field and parameters constant in time. Let $c^\dagger_{i\sigma}$ create an electron of spin $\sigma$ in dot $i$, and let $n_i=n_{i\uparrow}+n_{i\downarrow}$. The Hamiltonian is

$$H=\frac d2(n_R-n_L)-t\sum_\sigma\left(c^\dagger_{L\sigma}c_{R\sigma}+c^\dagger_{R\sigma}c_{L\sigma}\right)+U_s\sum_i n_{i\uparrow}n_{i\downarrow}+V n_Ln_R .$$

Here $d$ is the level of the right dot minus that of the left, $U_s$ is the repulsion within a dot and $V$ the repulsion between dots. The hopping element $t$, real and positive, belongs to one electron: for a single electron at $d=0$ the two levels are $\pm t$, split by $2t$. Whoever inserts that full splitting in place of $t$ obtains an exchange four times too large.

Write $(n_L,n_R)$ for the charge state. Without hopping, $(1,1)$ has energy $V$, $(2,0)$ has $U_s-d$ and $(0,2)$ has $U_s+d$. Measured from $(1,1)$, these become

$$E_{11}=0,\qquad E_{20}=U-d,\qquad E_{02}=U+d,\qquad U=U_s-V .$$

The $U$ of the final formula is thus the net cost of moving one electron onto the other at $d=0$. The charge-transition resonances lie at $d=\pm U$. Until stated otherwise, $|d|<U$.

The spin dependence comes from the hopping term, and its signs are fixed by an ordering of the operators. Define

$$|{\uparrow,\downarrow}\rangle=c^\dagger_{L\uparrow}c^\dagger_{R\downarrow}|0\rangle,\quad |{\downarrow,\uparrow}\rangle=c^\dagger_{L\downarrow}c^\dagger_{R\uparrow}|0\rangle,\quad |20\rangle=c^\dagger_{L\uparrow}c^\dagger_{L\downarrow}|0\rangle,\quad |02\rangle=c^\dagger_{R\uparrow}c^\dagger_{R\downarrow}|0\rangle .$$

Moving the right electron of $|{\uparrow,\downarrow}\rangle$ to the left gives

$$c^\dagger_{L\downarrow}c_{R\downarrow}c^\dagger_{L\uparrow}c^\dagger_{R\downarrow}|0\rangle=-c^\dagger_{L\downarrow}c^\dagger_{L\uparrow}|0\rangle=+|20\rangle .$$

The first minus sign arises when $c_{R\downarrow}$ passes $c^\dagger_{L\uparrow}$, and the second exchange of operators removes it. Moving the left electron to the right gives $c^\dagger_{R\uparrow}c^\dagger_{R\downarrow}|0\rangle=|02\rangle$. For $|{\downarrow,\uparrow}\rangle$ the same two moves give $-c^\dagger_{L\uparrow}c^\dagger_{L\downarrow}|0\rangle=-|20\rangle$ and $c^\dagger_{R\downarrow}c^\dagger_{R\uparrow}|0\rangle=-|02\rangle$. With the factor $-t$, the hopping term $H_t$ acts as

$$H_t|{\uparrow,\downarrow}\rangle=-t\left(|20\rangle+|02\rangle\right),\qquad H_t|{\downarrow,\uparrow}\rangle=+t\left(|20\rangle+|02\rangle\right).$$

The sum $|T_0\rangle=(|{\uparrow,\downarrow}\rangle+|{\downarrow,\uparrow}\rangle)/\sqrt2$ is therefore not coupled at all. The other two triplets have parallel spins, and hopping would put two equal spins into one orbital, which Pauli exclusion forbids. All three triplets stay at zero energy. The singlet $|S\rangle=(|{\uparrow,\downarrow}\rangle-|{\downarrow,\uparrow}\rangle)/\sqrt2$ collects both amplitudes:

$$H_t|S\rangle=-\sqrt2\,t\left(|20\rangle+|02\rangle\right).$$

Now write a singlet eigenstate as $s|S\rangle+a|20\rangle+b|02\rangle$. The eigenvalue equations are

$$Es=-\sqrt2\,t(a+b),\qquad Ea=(U-d)a-\sqrt2\,ts,\qquad Eb=(U+d)b-\sqrt2\,ts .$$

The last two determine the doubly occupied amplitudes,

$$a=\frac{\sqrt2\,t\,s}{U-d-E},\qquad b=\frac{\sqrt2\,t\,s}{U+d-E}.$$

Insert them in the first and divide by $s$. This is allowed for the state sought: if $s=0$, the equations require $d=0$ and $E=U$, which is a high-lying state. Since the triplets are at zero, $J=E_T-E_S=-E$, and

$$J=f(J),\qquad f(x)=\frac{2t^2}{U-d+x}+\frac{2t^2}{U+d+x}.$$

No approximation has been made within the model. For $x\ge0$ the function $f$ is positive and decreasing, so $x-f(x)$ increases from a negative value without limit and has one positive root. There is thus one singlet below the triplets, and it is the ground state.

Away from resonance $J$ is small compared with $U\pm d$. Dropping it from the denominators gives

$$J_0=f(0)=2t^2\,\frac{(U+d)+(U-d)}{(U-d)(U+d)}=\frac{4t^2U}{U^2-d^2}.$$

Each term is the squared coupling $2t^2$ divided by the cost of one virtual charge state. Detuning makes one of the two cheaper and the other dearer, and the cheaper one gains more.

The same function supplies the error. Because $f$ decreases, $J=f(J)<f(0)=J_0$. Because it is also convex, it lies above its tangent at zero, so $f(0)-f(J)<-f'(0)J$. Differentiation gives

$$p\equiv-f'(0)=\frac{2t^2}{(U-d)^2}+\frac{2t^2}{(U+d)^2}=\frac{4t^2(U^2+d^2)}{(U^2-d^2)^2},$$

and therefore, using $J<J_0$ once more,

$$0<\frac{J_0-J}{J_0}<p .$$

The formula overestimates the model's exchange, by a fraction of $J_0$ smaller than $p$. This number also has a physical meaning. From the amplitudes above, the ratio $(|a|^2+|b|^2)/|s|^2$ tends to $p$ when $J$ is neglected in the denominators, so $p$ is the leading-order weight of double occupation in the singlet. Since neither denominator is smaller than $U-|d|$, one has $p\le4t^2/(U-|d|)^2$, and a distance of $20t$ from resonance guarantees an error below 1 percent in this model.

To write the result as a spin Hamiltonian, use $\mathbf S_L\cdot\mathbf S_R$ with spins in units of $\hbar$. It equals $\tfrac12[S(S+1)-\tfrac32]$ for total spin $S$, which is $\tfrac14$ for the triplets and $-\tfrac34$ for the singlet. The operator $\tfrac14-\mathbf S_L\cdot\mathbf S_R$ is then one on the singlet and zero on the triplets. Lowering the singlet by $J_0$ means

$$H_{\rm eff}=J_0\left(\mathbf S_L\cdot\mathbf S_R-\tfrac14\right).$$

These are spins dressed by a small admixture of double occupation, of weight about $p$ in the singlet. Starting from $|{\uparrow,\downarrow}\rangle=(|S\rangle+|T_0\rangle)/\sqrt2$, the singlet acquires the phase $e^{iJ\tau/\hbar}$ in a time $\tau$. When this phase is $\pi$, the state has become $(-|S\rangle+|T_0\rangle)/\sqrt2=|{\downarrow,\uparrow}\rangle$. The spins are swapped after $\tau=\pi\hbar/J=h/(2J)$, up to the admixture.

For numbers take $U=10$ meV and $t=0.05$ meV. At $d=0$,

$$J_0=\frac{4(0.05)^2(10)}{10^2}\ \text{meV}=1.000\ \mu\text{eV},$$

while diagonalization of all six two-electron states gives $0.9999\ \mu$eV, or $J/h=242$ MHz and a swap time of 2.07 ns. At $d=8$ meV, with $t$ and $U$ held fixed,

$$J_0=\frac{0.1}{100-64}\ \text{meV}=2.778\ \mu\text{eV},\qquad p=\frac{4(0.05)^2(164)}{36^2}=1.27\times10^{-3}.$$

Diagonalization gives $2.774\ \mu$eV, or 671 MHz. The error is 0.126 percent of $J_0$, just inside the bound, and the doubly occupied weight is also 0.126 percent. At $d=9.5$ meV the formula gives $10.26\ \mu$eV against $10.06\ \mu$eV, an error of 1.9 percent. The bound reaches 1 percent at $d=9.29$ meV, about $14t$ from resonance. This is less than the guaranteed $20t$ because only one of the two charge states then matters: $2t^2/(U-d)^2=0.01$ gives $U-d=\sqrt{200}\,t$.

At the resonance itself the derived formula diverges, whereas the equation $J=f(J)$ does not. Put $U-d=\Delta$ and neglect the distant $(0,2)$ state. Then $J(\Delta+J)=2t^2$, whose positive root is

$$J=-\frac\Delta2+\sqrt{\frac{\Delta^2}{4}+2t^2}.$$

For $\Delta\gg\sqrt8\,t$, expansion of the root returns $2t^2/\Delta$, the near-state part of $J_0$. At $\Delta=0$ it gives $J=\sqrt2\,t=70.7\ \mu$eV, and the six-state result is $70.8\ \mu$eV. The small excess comes from the neglected state. Here the singlet is an equal mixture of $(1,1)$ and $(2,0)$, to this accuracy, so a description by two localized spins is lost even though the energy is finite. The two mixed singlets are separated by $2\sqrt2\,t$, which is not the one-electron splitting $2t$.

Beyond the resonance, for $d-U\gg\sqrt2\,t$, the ground state is mainly $(2,0)$. The elimination still applies to the singlet that is mainly $(1,1)$, and $J_0$ is now negative: the $(2,0)$ state lies below and pushes this singlet above the triplets. The formula then describes a shift between excited levels and no longer the gap from the ground state.

Real dots are seldom identical. If their net repulsions are $U_L$ and $U_R$, the two charge costs are $U_L-d$ and $U_R+d$. Define

$$\bar U=\frac{U_L+U_R}{2},\qquad d'=d+\frac{U_R-U_L}{2}.$$

Then $\bar U-d'=U_L-d$ and $\bar U+d'=U_R+d$, so the whole derivation holds with $U\to\bar U$ and $d\to d'$. At given $\bar U$ the asymmetry only shifts the whole curve $J(d)$ along the detuning axis, so that the point of least exchange moves to $d=(U_L-U_R)/2$.

That point matters for charge noise, including noise from defects in the oxide. At fixed $t$ and $U$,

$$\frac{d\ln J_0}{dd}=\frac{2d}{U^2-d^2}.$$

At $d=8$ meV this is $16/36=0.444$ per meV, against 0.443 from the six-state energies. A detuning error of $10\ \mu$eV, a rough value, changes $J$ by 0.44 percent. At $d=0$ the first-order change vanishes, and $1/(1-\delta d^2/U^2)$ leaves a relative change of $(\delta d/U)^2=10^{-6}$. This protection does not extend to the barrier: since $J_0\propto t^2$, a small error in $t$ enters as $\delta J/J=2\,\delta t/t$ at any detuning.

A magnetic field may also act differently on the two spins. If their Zeeman energies differ by $\delta$, the states $|{\uparrow,\downarrow}\rangle$ and $|{\downarrow,\uparrow}\rangle$ shift by $\pm\delta/2$, which couples $S$ and $T_0$ with strength $\delta/2$. In the basis $(S,T_0)$,

$$H=\begin{pmatrix}-J&\delta/2\\ \delta/2&0\end{pmatrix},\qquad E_+-E_-=\sqrt{J^2+\delta^2}.$$

A rough $g$-factor difference of $10^{-3}$ at 1 T gives $\delta=0.058\ \mu$eV, and the splitting at $d=0$ rises only to $1.0016\ \mu$eV. With a much weaker $J$ the same $\delta$ would dominate.

Silicon adds a second valley, here placed 0.3 meV above the first, a rough typical splitting. An electron may hop from the lower valley of one dot to the upper valley of the other with amplitude $t_x$. The two electrons then occupy different orbitals, so Pauli exclusion blocks neither singlet nor triplet. If the exchange energy between valleys within a dot is negligible, each of the four spin states is lowered equally, by

$$\frac{t_x^2}{U-d+E_v}+\frac{t_x^2}{U+d+E_v},$$

where $E_v$ is the valley splitting. The shift cancels from $J$ at second order. What remains is of higher order and depends on signs. There are two inter-valley amplitudes, one joining the lower valley on the left to the upper on the right, the other the upper on the left to the lower on the right. Take both equal to $t$ in magnitude, with hopping $t$ within each valley and $d=8$ meV. Diagonalization then changes $J$ by $-2.4\times10^{-5}$ of its value if the two have opposite signs, but by 1.6 percent if they have the same sign. The second change is well above $p$.

Excited orbitals are a different matter, because singlet and triplet pairs in one dot then have different energies. For a circular harmonic dot with orbital length 10 nm, in-plane mass $0.19\,m_e$ and mean permittivity 7.8, the level spacing is 4.0 meV and the lowest orbital triplet lies 0.99 meV above the singlet. If the amplitude for hopping into this triplet is also 0.05 meV, then at $d=8$ meV the left dot lowers the $(1,1)$ triplet by $(0.05)^2/(2+0.99)$ meV $=0.84\ \mu$eV. That is 30 percent of $J$, before any compensation from excited singlets.

How, then, do these parameters compare with a real device? The value $U=10$ meV is roughly typical of small gate-defined dots. In the harmonic dot just described, two correlated electrons repel by 12.6 meV; subtracting the 3.6 meV of repulsion between the dots of the double well treated below leaves about 9 meV, without screening by the gates. The hopping is set by a barrier gate and varies widely, and 242 MHz is a rather strong exchange for a spin gate. The lateral field that produces $d=8$ meV over 60 nm is $1.3\times10^{-3}$ MV/cm, far below the roughly 10 MV/cm at which the oxide breaks down, though the vertical gate field is a separate matter. At 0.1 K, $k_BT=8.6\ \mu$eV exceeds $J$, so equilibrium at $d=8$ meV and zero magnetic field gives a singlet population of 0.315, little above the value $\tfrac14$ for random spins. The exchange must act on prepared spins. The Boltzmann factor of the upper valley is negligible at 0.1 K but 3 percent at 1 K. Of the assumptions examined here, that of one rigid orbital per dot fails most severely.

The size of that failure can be seen in a quartic double well with the same orbital length and a spacing of 60 nm, at $d=0$, with the transverse motion frozen and no gate screening. Its one-electron levels give a bare $t=27\ \mu$eV, and its rigid orbitals give a net repulsion $W=18.5$ meV. Inserting these in the formula yields $J=0.16\ \mu$eV. But the same orbitals have two further Coulomb terms. One changes the hopping of an electron in the presence of the other, to $t'=117\ \mu$eV in magnitude. The other is the direct exchange integral $X$, which raises the $(1,1)$ singlet by $X$ and lowers the triplet by $X$; it also raises the even combination of doubly occupied states by $X$, so that their distance from the singlet remains $W$. The singlet couples to this combination with strength $2t'$, and the two-level problem gives

$$J_{\rm two}=\frac{\sqrt{W^2+16t'^2}-W}{2}-2X\approx\frac{4t'^2}{W}-2X .$$

With $2X=17.9\ \mu$eV the result is $2.9-17.9\approx-15\ \mu$eV, a triplet ground state. This sign cannot be right. For two electrons with ordinary kinetic energy, a potential that depends only on their positions and no magnetic field, the spatial wavefunction can be chosen real, and replacing it by its modulus does not raise the energy. The modulus of an antisymmetric function is symmetric, so no triplet can lie below the lowest singlet. The two-orbital calculation escapes this argument only because the modulus lies outside its small basis. Allowing 30 orbitals restores the correct sign and gives $J=0.0035\ \mu$eV, stable to within 10 percent when the number is reduced to 22; the basis limit lies about 2 percent higher, near $0.0036\ \mu$eV. This is some 45 times smaller than the formula's value with bare parameters. The factor depends on the frozen transverse motion: when that motion is freed, $J$ rises to about $0.009\ \mu$eV, still some 18 times smaller than the formula's value.

The elimination is sound, but $t$ and $U$ must not be computed from the orbitals of an empty double well and then inserted. They are effective parameters of the two-electron states, to be taken from the singlet anticrossing and the positions of the charge transitions, or from a converged two-electron calculation. Even then, they give the exchange only if the $(1,1)$ triplet does not mix appreciably with doubly occupied triplets, and only near the detuning at which they were found, since detuning also deforms the orbitals and the barrier. In the quartic well above, tilted by a uniform field, the values read from the singlet anticrossing would give an exchange about ten times too large at the anticrossing itself, and more than a thousand times too large at $d=0$. These factors belong to the well with frozen transverse motion, in which the doubly occupied triplet lies only 0.1 to 0.2 meV above the singlet beyond the anticrossing, well below the 0.99 meV of the circular dot; they show the kind of failure, not its size in a given device. The spin model with $J_0$ may replace the charge states within a range where one pair $(t,U)$ serves, neither orbital triplets nor the upper valley contribute appreciably, and the gates change slowly enough not to excite the charge states. Within that range, $p$ must be below the error one can accept. The numerical output gives the values at further detunings.

## Table of computed values

```
U (net repulsion) = 10.0 meV, t = 0.050 meV
d (meV) | J exact (ueV) | J formula (ueV) | rel. error | bound p
 0.0 | 0.99990 | 1.00000 | 9.998e-05 | 1.000e-04
 4.0 | 1.19028 | 1.19048 | 1.643e-04 | 1.644e-04
 8.0 | 2.77427 | 2.77778 | 1.262e-03 | 1.265e-03
 9.0 | 5.23704 | 5.26316 | 4.963e-03 | 5.014e-03
 9.5 | 10.05906 | 10.25641 | 1.924e-02 | 2.001e-02
detuning where bound p is 1 percent = 9.292 meV
J exact at resonance d = U: 70.84 ueV
sqrt(2) t = 70.71 ueV
J/h at d = 0: 241.8 MHz
J/h at d = 8 meV: 670.8 MHz
swap time at d = 0: 2.068 ns
swap time at d = 8 meV: 0.745 ns
doubly occupied weight at d = 8 meV: 1.260e-03
dlnJ/dd at 8 meV: exact 0.4432, formula 0.4444 /meV
detuning noise (rough) = 10 ueV
relative J noise at d = 8 meV: 4.43e-03
relative J shift at d = 0 from same noise: 1.0e-06
valley splitting (rough) = 0.30 meV
J at d = 8 meV with inter-valley hopping = t: 2.77421 ueV
relative change from inter-valley hopping: -2.38e-05
orbital length = 10 nm, dot spacing = 60 nm
in-plane mass = 0.19 m_e, mean permittivity = 7.80
orbital quantum hw = 4.011 meV, Coulomb/hw = 4.603
correlated pair repulsion in one dot = 12.61 meV
double well: inter-dot repulsion = 3.56 meV
correlated net repulsion = 9.05 meV
orbital triplet above singlet in one dot = 0.991 meV
double well: bare t = 27.16 ueV
double well: Coulomb-assisted t = 116.54 ueV
double well: uncorrelated net repulsion = 18.52 meV
double well: J formula, bare t = 0.1593 ueV
double well: twice direct exchange = 17.8774 ueV
double well: J with 2 orbitals = -14.9452 ueV
double well: J with 30 orbitals = 0.0035 ueV
temperature = 0.1 K, kT = 8.62 ueV
thermal singlet population at d = 8 meV: 0.315
valley Boltzmann factor at 0.1 K: 7.6e-16
valley Boltzmann factor at 1 K: 0.031
g difference (rough) = 1e-03, magnetic field = 1 T
Zeeman difference = 0.0579 ueV
S-T0 splitting at d = 0: 1.00157 ueV
in-plane field for d = 8 meV: 1.33e-03 MV/cm
```
